\section*{Action of the GGA exchange-correlation kernel on a first-order density, part 2}

When a static perturbation changes the electron density of a crystal from $n$ to $n+\lambda\,\delta n$, the exchange-correlation potential $v_{\rm xc}$ changes too. A self-consistent response calculation needs this first-order change, $\delta v_{\rm xc}$. The linear map from $\delta n$ to $\delta v_{\rm xc}$ is called the kernel. The system is spin-unpolarized, no spin density is created, and Hartree atomic units are used.

In a generalized gradient approximation (GGA), $E_{\rm xc}[n]=\int f(n,\sigma)\,d\mathbf r$, with $\sigma=|\nabla n|^2$ and $f$ an energy per volume. Subscripts on $f$ are partial derivatives, with $n$ and $\sigma$ independent, taken at the unperturbed density. For smooth $n>0$ and smooth $f$, the potential and its first-order change are
\begin{align}
v_{\rm xc}={}&f_n-\nabla\cdot(2f_\sigma\nabla n),
\label{eq:v2}\\
\delta v_{\rm xc}={}&f_{nn}\delta n+f_{n\sigma}\delta\sigma
-\nabla\cdot\bigl[2(f_{n\sigma}\delta n\notag\\
&+f_{\sigma\sigma}\delta\sigma)\nabla n
+2f_\sigma\nabla\delta n\bigr],
\label{eq:k2}
\end{align}
with $\delta\sigma=2\nabla n\cdot\nabla\delta n$. Written out, the second line is the five-term form. In the continuum it equals the compact form $a\,\delta n-\nabla\cdot(B\nabla\delta n)$, where $a=f_{nn}-2\nabla\cdot(f_{n\sigma}\nabla n)$ and $B=2f_\sigma\mathbf1+4f_{\sigma\sigma}\nabla n\nabla n^{\mathsf T}$.

The example uses the Perdew--Burke--Ernzerhof functional (PBE). Its small-gradient coefficients are $\mu$ in exchange and $\beta$ in correlation, with $\mu=\beta\pi^2/3$. At $\sigma=0$ the exchange and correlation parts of $f_\sigma$ cancel, so a uniform density has the same linear response in PBE as in its local part.

The kernel can be checked by central differences of the potential along a density change $d(\mathbf r)$,
\begin{equation*}
D(h)=\frac{v_{\rm xc}[n+hd]-v_{\rm xc}[n-hd]}{2h}.
\end{equation*}
The extrapolated value $[4D(h/2)-D(h)]/3$ removes the error of order $h^2$.

\subsection{A perturbation with a wavevector}

In a crystal the unperturbed density has the lattice period, while a phonon or an applied field may have another wavelength. Write
\begin{equation}
\delta n(\mathbf r)=u(\mathbf r)e^{i\mathbf q\cdot\mathbf r},
\end{equation}
with $u$ periodic over one cell. The product rule gives
\begin{equation}
\nabla\delta n=e^{i\mathbf q\cdot\mathbf r}\nabla_{\mathbf q}u,
\qquad \nabla_{\mathbf q}=\nabla+i\mathbf q .
\end{equation}
A divergence of a first-order flux obeys the same rule. The coefficients $f_{nn}$, $f_{n\sigma}$, $f_\sigma$, $f_{\sigma\sigma}$ and $\nabla n$ are periodic, so the common phase can be removed:
\begin{align}
K_{\mathbf q}u={}&f_{nn}u+f_{n\sigma}\delta\sigma_{\mathbf q}
-\nabla_{\mathbf q}\cdot\bigl[2(f_{n\sigma}u\notag\\
&+f_{\sigma\sigma}\delta\sigma_{\mathbf q})\nabla n
+2f_\sigma\nabla_{\mathbf q}u\bigr],
\label{eq:bloch}
\end{align}
where $\delta\sigma_{\mathbf q}=2\nabla n\cdot\nabla_{\mathbf q}u$ contains no complex conjugate. Complex notation combines two real perturbations linearly. Using $|\nabla_{\mathbf q}u|^2$, or conjugating $u$ in this equation, would destroy that linearity.

In the compact form the divergence inside $a$ acts on unperturbed quantities and keeps the ordinary $\nabla$. The remaining derivatives become $\nabla_{\mathbf q}$:
\begin{equation}
K_{\mathbf q}u=a\,u-\nabla_{\mathbf q}\cdot(B\nabla_{\mathbf q}u).
\label{eq:blochcompact}
\end{equation}
For a uniform density and constant $u$, $\nabla_{\mathbf q}\cdot\nabla_{\mathbf q}u=-q^2u$, and the result reduces to $(f_{nn}+2f_\sigma q^2)u$. For $\mathbf q=0$ it reduces to the response to a lattice-periodic density.

\subsection{Symmetry and the second variation of the energy}

Take another periodic function $w$ and integrate over one cell. With $\mathbf F=B\nabla_{\mathbf q}u$, integration by parts gives
\begin{align}
-\int w^*\nabla_{\mathbf q}\cdot\mathbf F\,d\mathbf r
&=\int\left[(\nabla w^*)\cdot\mathbf F-i\mathbf q w^*\cdot\mathbf F\right]d\mathbf r\notag\\
&=\int(\nabla_{\mathbf q}w)^*\cdot\mathbf F\,d\mathbf r .
\end{align}
The second line uses $(i\mathbf q w)^*=-i\mathbf q w^*$. Hence
\begin{equation}
\langle w|K_{\mathbf q}u\rangle
=\int\left[a\,w^*u+(\nabla_{\mathbf q}w)^*\cdot B\nabla_{\mathbf q}u\right]d\mathbf r .
\end{equation}
Since $a$ is real and $B$ is real and symmetric, exchanging $u$ and $w$ gives the complex conjugate. The kernel is self-adjoint, as the second derivative of an energy should be.

For a real density change $\eta$, the first derivative of $E_{\rm xc}[n+\lambda\eta]$ is $\int v_{\rm xc}\eta\,d\mathbf r$. A second derivative gives $\int\eta\,\delta v_{\rm xc}[\eta]\,d\mathbf r$. Let $\eta={\rm Re}(ue^{i\mathbf q\cdot\mathbf r})$ in a supercell of $N_c$ cells that contains whole periods of the wave. With $U=ue^{i\mathbf q\cdot\mathbf r}$ and $V=(K_{\mathbf q}u)e^{i\mathbf q\cdot\mathbf r}$,
\begin{equation}
({\rm Re}\,U)({\rm Re}\,V)
=\tfrac12{\rm Re}(U^*V)+\tfrac12{\rm Re}(UV).
\end{equation}
The product $UV$ carries the phase $e^{2i\mathbf q\cdot\mathbf r}$. If $2\mathbf q$ is not a reciprocal lattice vector, its contributions from the different cells sum to zero. Therefore
\begin{equation}
\frac{d^2E_{\rm xc}}{d\lambda^2}
=\frac{N_c}{2}{\rm Re}\langle u|K_{\mathbf q}u\rangle ,
\label{eq:curvature}
\end{equation}
where the inner product covers one cell. When $2\mathbf q$ is a reciprocal lattice vector, which happens at $\mathbf q=0$ and at certain zone-boundary wavevectors, the extra term must be kept.

\subsection{The place of the kernel in screening}

The effective perturbation felt by the Kohn--Sham electrons is
\begin{equation}
\delta v_{\rm eff}
=\delta v_{\rm ext}+\delta v_{\rm H}+\delta v_{\rm xc}.
\end{equation}
For each Fourier component with $\mathbf q+\mathbf G\ne0$, Poisson's equation gives $\delta v_{\rm H}(\mathbf G)=4\pi u(\mathbf G)/|\mathbf q+\mathbf G|^2$. If $\chi_0$ is the static response of independent Kohn--Sham electrons and $v_C$ denotes this Coulomb operation, the density satisfies
\begin{equation}
u=\chi_0\left[\delta v_{\rm ext}+(v_C+K_{\mathbf q})u\right],
\end{equation}
with periodic parts understood throughout. The unknown $u$ stands on both sides, and this linear equation is usually solved by iteration.

The unperturbed density and the derivatives of $f$ stay fixed during these iterations; $u$ and its derivatives change. An error in $K_{\mathbf q}$ is not removed by iterating more tightly, because it changes the equation whose solution is sought. The example below isolates this operation by prescribing $u$. It does not calculate $\chi_0$ or a self-consistent screened density.

\subsection{What the derivative means on a grid}

On a periodic grid a derivative can be taken by Fourier transforming, multiplying by $i\mathbf G$, and transforming back. For real fields, the component at half the sampling frequency is given zero derivative. Each Cartesian derivative is then a real matrix $D_\alpha$ with $D_\alpha^{\mathsf T}=-D_\alpha$.

Let $\Omega_g$ be the volume per grid point and put $\sigma_i=\sum_\alpha[(D_\alpha n)_i]^2$. Differentiating the discrete energy $\Omega_g\sum_if(n_i,\sigma_i)$ with respect to $n_j$ gives, after division by $\Omega_g$,
\begin{align}
v_j&=f_{n,j}+\sum_{i\alpha}2f_{\sigma,i}(D_\alpha n)_i(D_\alpha)_{ij}\notag\\
&=f_{n,j}-\sum_\alpha\left[D_\alpha(2f_\sigma D_\alpha n)\right]_j .
\end{align}
This is the discrete version of Eq.~\eqref{eq:v2}. Linearizing it uses the chain rule at each grid point and the linearity of $D_\alpha$. For a perturbation on the same periodic grid, it gives the five-term form at any grid size. For a Bloch perturbation, this holds when $\nabla_{\mathbf q}$ reproduces the derivative on the grid of the commensurate supercell. Along a direction with $q_\alpha\ne0$, the component at half the sampling frequency of the cell is then not given zero derivative. It is multiplied by $i(q_\alpha+G_\alpha)$, with the sign of $G_\alpha$ chosen so that $q_\alpha+G_\alpha$ lies inside the frequency range of the grid. The operator $D_\alpha+iq_\alpha$ differs from this in that component and agrees with it only as the grid is refined. The compact form also requires $D_\alpha(bc)=bD_\alpha c+cD_\alpha b$. A finite Fourier grid does not in general satisfy this product rule, because products contain frequencies that the grid folds back. The two forms can therefore differ at finite resolution even though they agree in the continuum.

\subsection{A density on which all terms act}

Take a cubic cell of side $L=5$ bohr, $G=2\pi/L=1.2566\ \mathrm{bohr}^{-1}$, and the model density
\begin{equation}
n=n_0\exp\left[a_0(\cos Gx+\cos Gy+\cos Gz)\right],
\end{equation}
with $n_0=0.03\ \mathrm{bohr}^{-3}$ and $a_0=0.6$. It represents no particular material. The functional is PBE. Let $\mathbf q$ point along $x$ with $q=G/3=0.4189\ \mathrm{bohr}^{-1}$, and choose
\begin{equation}
u=n\left(1+\tfrac{i}{2}\sin Gy\right).
\end{equation}
The potential changes below are derivatives with respect to the dimensionless amplitude $\lambda$ in $n+\lambda\,\delta n$.

At $\mathbf r_0=(L/8,L/8,L/4)$ the cosines sum to $\sqrt2$. Thus $n=0.03\,e^{0.6\sqrt2}=0.07009\ \mathrm{bohr}^{-3}$. Differentiating the exponential gives $\partial_xn=-a_0Gn\sin Gx$, and similarly for the other directions. Consequently
\begin{equation}
\nabla n=(-0.03737,-0.03737,-0.05284)\ \mathrm{bohr}^{-4},
\end{equation}
and $\sigma=0.005585\ \mathrm{bohr}^{-8}$. The periodic density is $u=0.07009+0.02478i\ \mathrm{bohr}^{-3}$. Its shifted gradient has components
\begin{align}
(\nabla_{\mathbf q}u)_x&=-0.04775+0.01615i,\notag\\
(\nabla_{\mathbf q}u)_y&=-0.03737+0.01793i,\\
(\nabla_{\mathbf q}u)_z&=-0.05284-0.01868i,\notag
\end{align}
in $\mathrm{bohr}^{-4}$. Twice the scalar product with $\nabla n$ is $\delta\sigma_{\mathbf q}=0.01195-0.00057i\ \mathrm{bohr}^{-8}$.

With $\beta=0.06672455$ and $\mu=\beta\pi^2/3$ (rounded values of the PBE and local-correlation constants can shift the last digit of the derivatives quoted here), the analytic PBE expression gives $f_{nn}=-2.2534\ \mathrm{hartree\,bohr^3}$ and $f_{n\sigma}=1.1840\ \mathrm{hartree\,bohr^8}$ at this point. The first two contributions follow by multiplication. For their real parts,
\begin{align}
-2.2534\times0.07009&=-0.1579\ \mathrm{hartree},\\
1.1840\times0.01195&=0.0141\ \mathrm{hartree}.
\end{align}
The other three need fluxes at neighbouring points as well. Fourier derivatives on a grid of 24 points per axis, with $\nabla_{\mathbf q}$ treated as described above, give, in hartree,
\begin{align}
f_{nn}u&=-0.15793-0.05584i,\notag\\
f_{n\sigma}\delta\sigma_{\mathbf q}&=\phantom{-}0.01414-0.00068i,\notag\\
-\nabla_{\mathbf q}\cdot(2f_{n\sigma}u\nabla n)&=\phantom{-}0.02370+0.01406i,\\
-\nabla_{\mathbf q}\cdot(2f_{\sigma\sigma}\delta\sigma_{\mathbf q}\nabla n)&=-0.01224-0.00291i,\notag\\
-\nabla_{\mathbf q}\cdot(2f_\sigma\nabla_{\mathbf q}u)&=-0.01032-0.00537i.\notag
\end{align}
Their sum is
\begin{equation}
K_{\mathbf q}u(\mathbf r_0)=-0.14265-0.05074i\ \mathrm{hartree},
\end{equation}
or $-3.882-1.381i$ eV.

The same point shows how a nonuniform density changes the role of the gradient terms. Here $f_\sigma=-0.02911\ \mathrm{hartree\,bohr^5}$ and $f_{\sigma\sigma}=-3.6129\ \mathrm{hartree\,bohr^{13}}$. The eigenvalue of $B$ perpendicular to $\nabla n$ is $2f_\sigma=-0.0582\ \mathrm{hartree\,bohr^5}$. Along $\nabla n$ it is $-0.0582+4(0.005585)(-3.6129)=-0.1389\ \mathrm{hartree\,bohr^5}$. The PBE cancellation at zero gradient does not extend to this point.

\subsection{The same response from the potential}

The wave fits into a supercell of three cells along $x$. There the real and imaginary parts of $ue^{iqx}$ are two ordinary real density changes. For each, the PBE potential is evaluated from Eq.~\eqref{eq:v2} at positive and negative amplitudes, with $h=0.01$ and $0.005$. The extrapolated derivatives are combined as real part plus $i$ times imaginary part, and the phase $e^{iqx}$ is removed. No second derivative of $f$ enters.

At $\mathbf r_0$ this gives $-0.14265-0.05074i$ hartree, the kernel value to the digits shown. Over the whole supercell, the root-mean-square (rms) difference relative to the rms kernel response is $2.08\times10^{-5}$ for $h=0.01$ and $5.19\times10^{-6}$ for $h=0.005$. The ratio is 4.0, as an error proportional to $h^2$ requires. Extrapolation reduces the relative difference to $3.5\times10^{-10}$.

Leaving out one contribution at a time shows how strongly the comparison depends on it. In the order of the five terms above, the resulting rms errors, relative to the rms finite-difference response, are 109\%, 13.1\%, 16.4\%, 8.2\% and 6.6\%. Replacing $\nabla_{\mathbf q}$ by $\nabla$ throughout the response gives an error of 3.7\%. These percentages belong to this density and perturbation.

The first number exceeds 100\% because the first term $T=f_{nn}u$ is larger in rms than the full response $T+R$, where $R$ is the sum of the other four. From
\begin{equation}
\|T+R\|^2=\|T\|^2+\|R\|^2+2{\rm Re}\langle T|R\rangle
\end{equation}
and $\|T\|>\|T+R\|$, the last term must be negative. On average over the cell, the other four terms therefore oppose $f_{nn}u$. This is a statement about the split into five terms. The coefficient $f_{nn}$ is taken at the actual $\sigma$ and already depends on the gradient, so $T$ is not the response of the local density approximation. The sign found here does not tell whether the gradient correction as a whole weakens or strengthens that response.

\subsection{Two steps back to the energy}

Agreement with differences of the potential leaves one link open: the potential must itself be the derivative of the energy. For the lattice-periodic direction $n(1+\frac12\sin Gy)$, an extrapolated central difference of $E_{\rm xc}$ gives a slope of $-2.0948$ hartree per unit amplitude. The integral of $v_{\rm xc}$ times the same density change gives $-2.0948$ hartree.

The second variation can also be found from energies alone. Along $\eta={\rm Re}(ue^{iqx})$ in the supercell, write $E(\lambda)=E_{\rm xc}[n+\lambda\eta]$ and use
\begin{align}
E''(0)\simeq\frac{1}{12h^2}\bigl[&-E(2h)+16E(h)-30E(0)\notag\\
&+16E(-h)-E(-2h)\bigr].
\end{align}
With $h=0.01$ this gives $-1.0895$ hartree. Equation~\eqref{eq:curvature}, with $N_c=3$, gives the same value to these digits. Here $2q=2G/3$ is not a reciprocal lattice vector, so the phase term vanishes. The negative sign means that exchange and correlation lower the second-order energy for this density change. It does not decide the stability of the system, since the second variation of the total energy with respect to the density also contains kinetic and electrostatic parts.

\subsection{Resolution and the choice of form}

The compact form in Eq.~\eqref{eq:blochcompact} differs from the five-term form by $7.4\times10^{-4}$ on 16 points per axis, $7.3\times10^{-7}$ on 32 and $3.4\times10^{-11}$ on 48. These are rms differences relative to the five-term response. Their fall shows the product rule being recovered as the smooth fields become resolved.

For a response calculation on a fixed grid, the five-term form has a definite advantage: it is the derivative of the discrete potential used for the unperturbed system, provided the discrete $\nabla_{\mathbf q}$ matches the derivative on the supercell grid, including the component at half the sampling frequency. The compact form makes the local response and the flux driven by a slope easier to see, but on a finite grid it is not the exact derivative of that discrete potential. Neither form repairs an underresolved density. Agreement between a kernel and finite differences on the same coarse grid shows that the linearization is consistent there; convergence to the continuum still has to be established by refining the grid.
